# The first divergence of the charge vertex of the half-filled Hubbard atom

A charge-channel Bethe-Salpeter equation built on a local impurity model takes as input the local vertex $\Gamma_c$ irreducible in that channel. $\Gamma_c$ is obtained by inverting the generalized susceptibility $\chi_c$, a matrix in two fermionic frequencies. Before relying on it one has to know at what temperature the inverse first fails on cooling, and whether a sudden growth of $\Gamma_c$ at the lowest frequencies is noise or an exact property of the model. For the isolated half-filled atom the question has a closed answer.

## Assumptions and conventions

The Hamiltonian is $H=U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$ with $U>0$, no bath and no field. Units have $k_B=1$, $\beta=1/T$. The frequencies $\nu,\nu'$ are odd multiples of $\pi T$ and $\omega$ is an even multiple. With $G(\tau)=-\langle\mathcal T c_\sigma(\tau)c_\sigma^\dagger\rangle$ and $G(\nu)=\int_0^\beta d\tau\,e^{i\nu\tau}G(\tau)$,

$$\chi_{\sigma\sigma'}^{\nu\nu'\omega}=\int_0^\beta\! d\tau_1d\tau_2d\tau_3\,e^{-i\nu\tau_1+i(\nu+\omega)\tau_2-i(\nu'+\omega)\tau_3}\langle\mathcal T c^\dagger_\sigma(\tau_1)c_\sigma(\tau_2)c^\dagger_{\sigma'}(\tau_3)c_{\sigma'}(0)\rangle-\beta\delta_{\omega0}G(\nu)G(\nu').$$

The subtracted term is the transform of $\langle\mathcal T c^\dagger(\tau_1)c(\tau_2)\rangle\langle\mathcal T c^\dagger(\tau_3)c(0)\rangle=G(\tau_2-\tau_1)G(-\tau_3)$. As matrices in $\nu,\nu'$ at fixed $\omega$,

$$\chi_c=\chi_{\uparrow\uparrow}+\chi_{\uparrow\downarrow},\quad \chi_0=-\beta G(\nu)G(\nu+\omega)\delta_{\nu\nu'},\quad \Gamma_c=\beta^2(\chi_c^{-1}-\chi_0^{-1}),$$

the last being the Bethe-Salpeter equation $\chi_c=\chi_0-T^2\chi_0\Gamma_c\chi_c$ solved for $\Gamma_c$. The full vertex is defined by $\chi_c=\chi_0-G(\nu)G(\nu+\omega)F\,G(\nu')G(\nu'+\omega)$. Abbreviations:

$$u=\tfrac U2,\quad f=\frac1{1+e^{\beta u}},\quad h=1-f,\quad\theta=h-f=\tanh\tfrac{\beta u}2,$$
$$D_\nu=\nu^2+u^2,\quad P=\nu(\nu+\omega),\quad E=P+u^2,\quad\Delta=D_\nu D_{\nu+\omega},\quad b^2=u^2(3-4f).$$

Primed symbols refer to $\nu'$. The reflection $\nu\to\bar\nu=-\nu-\omega$ leaves $P$, $E$, $\Delta$ unchanged.

## Theorem

Let $T^*=\sqrt3\,U/(2\pi)$.

(a) For $T>T^*$, $\chi_c$ is invertible at every $\omega$.

(b) At $T=T^*$ it has exactly one zero mode over all $\omega$. It lies at $\omega=0$, with eigenvector $(\delta_{\nu,\pi T}-\delta_{\nu,-\pi T})/\sqrt2$ and eigenvalue $\lambda_A=\beta(\nu^2-3u^2)/D_\nu^2$ at $\nu=\pi T$, which changes sign with slope $2\pi^2/U^4$.

(c) The projection of $\Gamma_c$ on this vector has the simple pole $2U^2/[3(T-T^*)]$, while $F$ and the physical charge susceptibility $\beta f/2$ stay finite.

"First" therefore means first on cooling, over all $\omega$ and both reflection parities.

## Lemma 1: equal spins

$$G(\nu)=-\frac{i\nu}{D_\nu},\qquad\chi_0=\frac{\beta P}{\Delta}\delta_{\nu\nu'},\qquad\chi_{\uparrow\uparrow}=\beta\delta_{\nu\nu'}\frac{P-u^2}{\Delta}+\beta\delta_{\omega0}\frac{u^2}{D_\nu D_{\nu'}}.$$

*Proof.* Up-spin operators conserve $n_\downarrow$. At $n_\downarrow-\tfrac12=s/2$, $s=\pm1$, $H=su(n_\uparrow-\tfrac12)$ is a free level with partition function $2\cosh(\beta u/2)$ for either $s$, so both levels have weight $\tfrac12$. The free propagator is $g_s(\nu)=1/(i\nu-su)=-(i\nu+su)/D_\nu$, and its average over $s$ is $G$. Then $G(\nu)G(\nu+\omega)=-P/\Delta$ gives $\chi_0$. Wick's theorem holds at fixed $s$:

$$\langle\mathcal T c^\dagger_1c_2c^\dagger_3c_4\rangle=g_s(\tau_2-\tau_1)g_s(-\tau_3)-g_s(-\tau_1)g_s(\tau_2-\tau_3),$$

the minus sign coming from $\langle\mathcal T c_2c_3^\dagger\rangle=-g_s$. The transform is $\beta\delta_{\omega0}g_s(\nu)g_s(\nu')-\beta\delta_{\nu\nu'}g_s(\nu)g_s(\nu+\omega)$. Terms odd in $s$ drop from the average, so $\overline{g_s(\nu)g_s(\nu')}=(u^2-\nu\nu')/(D_\nu D_{\nu'})$. Subtracting $GG'=-\nu\nu'/(D_\nu D_{\nu'})$ leaves $u^2/(D_\nu D_{\nu'})$, and the exchange term is $-\beta(u^2-P)/\Delta$. $\square$

## Lemma 2: the ordered-time integral

The empty and doubly occupied states (sector $a=+$) have energy $u/2$, the singly occupied states ($a=-$) have $-u/2$. With $Z=4\cosh(\beta u/2)$ the weights per state are $p_a=e^{-\beta au/2}/Z$, that is $p_+=f/2$, $p_-=h/2$. Every fermion operator switches the sector. For $\tau_1>\tau_2>\tau_3>0$ and a trace state in sector $a$, the intervals $\beta-\tau_1$, $\tau_1-\tau_2$, $\tau_2-\tau_3$, $\tau_3$ are spent in sectors $a,-a,a,-a$, and the exponents add to $-\beta au/2+au(\tau_1-\tau_2+\tau_3)$. Each ordering thus contributes its operator trace times

$$K_a=p_a\int_0^\beta\! d\tau_1e^{x_1\tau_1}\!\int_0^{\tau_1}\!d\tau_2e^{x_2\tau_2}\!\int_0^{\tau_2}\!d\tau_3e^{x_3\tau_3},$$

with $x_1=i\Omega_1+au$, $x_2=i\Omega_2-au$, $x_3=i\Omega_3+au$ and fermionic $\Omega_j$. With $y=x_1+x_2+x_3$,

$$K_a=\frac1{2x_1x_3}\Big(\frac1y-\frac1{x_2}\Big)-\beta p_a\frac{\delta_{\Omega_1+\Omega_2,0}}{x_2x_3}-\beta p_{-a}\frac{\delta_{\Omega_2+\Omega_3,0}}{x_1x_3}.$$

*Proof.* The two inner integrals give

$$\frac1{x_3}\Big[\frac{e^{(x_2+x_3)\tau_1}-1}{x_2+x_3}-\frac{e^{x_2\tau_1}-1}{x_2}\Big].$$

For $x=x_1$ or $y$, $e^{\beta x}=-e^{\beta au}$, and $p_ae^{\beta au}=p_{-a}$, $p_a+p_{-a}=\tfrac12$, so $p_a\int_0^\beta e^{x\tau}d\tau=-1/(2x)$. The exponent $x_1+x_2=i(\Omega_1+\Omega_2)$ is bosonic and integrates to $\beta\delta_{\Omega_1+\Omega_2,0}$. The second term in the bracket therefore yields $-[\beta p_a\delta_{\Omega_1+\Omega_2,0}+1/(2x_1)]/x_2$. The first yields $(1/x_1-1/y)/[2(x_2+x_3)]=1/(2x_1y)$ when $x_2+x_3\neq0$, because $y-x_1=x_2+x_3$. When $x_2+x_3=0$ the first term equals $\tau_1$, and integration by parts gives $p_a\int_0^\beta\tau e^{x_1\tau}d\tau=-\beta p_{-a}/x_1+1/(2x_1^2)$, whose last piece is again $1/(2x_1y)$ since $y=x_1$. Dividing by $x_3$ gives the result. $\square$

## Lemma 3: opposite spins

$$\chi_{\uparrow\downarrow}=\frac{2\beta u^2}{\Delta}\big(f\delta_{\nu'\bar\nu}-h\delta_{\nu'\nu}\big)-\beta\delta_{\omega0}\frac{\theta u^2}{D_\nu D_{\nu'}}+R,\qquad R=-2u\,\frac{PP'-u^2(P+P'+\omega^2)-3u^4}{\Delta\Delta'}.$$

*Proof.* Let $A=c^\dagger_\uparrow$, $B=c_\uparrow$, $C=c^\dagger_\downarrow$, with $\Omega_A=-\nu$, $\Omega_B=\nu+\omega$, $\Omega_C=-(\nu'+\omega)$, whose sum is $-\nu'$. The operator $c_\downarrow(0)$ always stands last. Permutation sign times operator product gives

- $+ABCc_\downarrow=n_\uparrow n_\downarrow$, $\ -ACBc_\downarrow=n_\uparrow n_\downarrow$, $\ +CABc_\downarrow=n_\uparrow n_\downarrow$,
- $-BACc_\downarrow$, $\ +BCAc_\downarrow$, $\ -CBAc_\downarrow$, each equal to $-(1-n_\uparrow)n_\downarrow$,

since moving $C$ next to $c_\downarrow$ costs one sign per operator passed. The first projector selects one state of sector $+$, the second one state of sector $-$. The four-point function is

$$K_+(ABC)+K_+(ACB)+K_+(CAB)-K_-(BAC)-K_-(BCA)-K_-(CBA).$$

Define $\rho_X=1/(u+i\Omega_X)$, $\sigma_X=1/(u-i\Omega_X)$, and $\rho_0=1/(u-i\nu')$, $\sigma_0=1/(u+i\nu')$. For the order $XYZ$ and $a=+$: $1/x_1=\rho_X$, $1/x_2=-\sigma_Y$, $1/x_3=\rho_Z$, $1/y=\rho_0$. For $a=-$: $1/x_1=-\sigma_X$, $1/x_2=\rho_Y$, $1/x_3=-\sigma_Z$, $1/y=-\sigma_0$. With $\delta_{XY}$ for $\delta_{\Omega_X+\Omega_Y,0}$, Lemma 2 reads

$$K_+=\tfrac12\rho_X\rho_Z(\rho_0+\sigma_Y)+\beta p_+\delta_{XY}\sigma_Y\rho_Z-\beta p_-\delta_{YZ}\rho_X\rho_Z,$$
$$-K_-=\tfrac12\sigma_X\sigma_Z(\sigma_0+\rho_Y)-\beta p_-\delta_{XY}\rho_Y\sigma_Z+\beta p_+\delta_{YZ}\sigma_X\sigma_Z.$$

Throughout, $\rho_X+\sigma_X=2u/(u^2+\Omega_X^2)$.

Terms with $\delta_{BC}=\delta_{\nu'\nu}$ come from $ABC$, $ACB$, $BCA$, $CBA$ and add to $-\beta p_-(\rho_A+\sigma_A)(\rho_B+\rho_C)$. Here $\rho_C=\sigma_B$, so the sum is $-4u^2\beta p_-/\Delta=-2\beta u^2h/\Delta$.

Terms with $\delta_{AC}=\delta_{\nu'\bar\nu}$ come from $ACB$, $CAB$, $BAC$, $BCA$ and add to $\beta p_+(\rho_B+\sigma_B)(\sigma_A+\sigma_C)$. Here $\sigma_C=\rho_A$, so the sum is $2\beta u^2f/\Delta$.

Terms with $\delta_{AB}=\delta_{\omega0}$ come from $ABC$, $CBA$, $CAB$, $BAC$. With $\sigma_B=\rho_A$, $\rho_B=\sigma_A$ they are $\beta p_+(\rho_A\rho_C+\sigma_A\sigma_C)-\beta p_-(\sigma_A\rho_C+\rho_A\sigma_C)$. Since $\rho_A=(u+i\nu)/D_\nu$, $\rho_C=(u+i\nu')/D_{\nu'}$ and each $\sigma$ is the conjugate, this is $\beta[f(u^2-\nu\nu')-h(u^2+\nu\nu')]/(D_\nu D_{\nu'})=\beta[-\nu\nu'-\theta u^2]/(D_\nu D_{\nu'})$. Subtracting $\beta GG'$ removes $-\nu\nu'$.

The terms without $\beta$ form $R$. In $2R$, those containing $\rho_0$ are $\rho_0(\rho_A\rho_C+\rho_A\rho_B+\rho_B\rho_C)=\rho_0\rho_A\rho_B\rho_C(\rho_A^{-1}+\rho_B^{-1}+\rho_C^{-1})$. The last bracket is $3u-i\nu'=2u+\rho_0^{-1}$, so they equal $\rho_A\rho_B\rho_C+2u\rho_0\rho_A\rho_B\rho_C$, and the same holds with every $\rho$ replaced by $\sigma$. The other six terms are the six mixed products of $\prod_X(\rho_X+\sigma_X)$, which the two pure products complete:

$$2R=\prod_{X=A,B,C}(\rho_X+\sigma_X)+2u\,(\rho_0\rho_A\rho_B\rho_C+\sigma_0\sigma_A\sigma_B\sigma_C).$$

Multiply by $\Delta\Delta'/2$. The first term becomes $4u^3(u^2+\nu'^2)$. The second becomes $u[\prod_j(u+\zeta_j)+\prod_j(u-\zeta_j)]=2u(u^4+u^2e_2+e_4)$, with $\zeta=(i\nu,-i(\nu+\omega),i(\nu'+\omega),i\nu')$ and $e_k$ its elementary symmetric polynomials. They are $e_1=2i\nu'$, $e_4=-PP'$, and, from $\nu^2+(\nu+\omega)^2=2P+\omega^2$, $e_2=\tfrac12(e_1^2-\sum_j\zeta_j^2)=-2\nu'^2+P+P'+\omega^2$. The $\nu'^2$ terms cancel and $R\Delta\Delta'=6u^5+2u^3(P+P'+\omega^2)-2uPP'$. $\square$

**Remark 1.** The product of the four legs is $PP'/(\Delta\Delta')$, so $R$ contributes $-R\Delta\Delta'/(PP')\to2u=U$ to $F$, the bare interaction, when all four frequencies $\nu$, $\nu+\omega$, $\nu'$, $\nu'+\omega$ are large in magnitude; for $|\nu'|\to\infty$ at fixed $\nu$ and $\omega$ the limit is instead $2u(1-u^2/P)$. The terms proportional to $\beta$ arise when two time intervals of the same sector hold states of equal energy. In the $\delta_{\nu'\nu}$ term these are the two states of the doublet (spin flip, weight $h$), in the $\delta_{\nu'\bar\nu}$ term the empty and doubly occupied states (pair transfer, weight $f$), and in the $\delta_{\omega0}$ term the same state twice, which reflects the conserved occupations and has weight $f-h=-\theta$.

## Lemma 4: block structure

Adding Lemmas 1 and 3, with $1-\theta=2f$,

$$\chi_c=\frac\beta\Delta\big[(P-u^2-2u^2h)\delta_{\nu'\nu}+2u^2f\delta_{\nu'\bar\nu}\big]+\frac{N}{\Delta\Delta'},$$
$$N=(2\beta u^2f\delta_{\omega0}-2u)EE'+4u^3(E+E')+2u^3\omega^2.$$

This form of $N$ uses $E=D_\nu$, $\Delta=E^2$ at $\omega=0$, and $PP'-u^2(P+P')-3u^4=EE'-2u^2(E+E')$, which follows on inserting $P=E-u^2$. The matrix is real, symmetric and commutes with the reflection.

On antisymmetric vectors, $x_{\bar\nu}=-x_\nu$, the term $N/(\Delta\Delta')$ sums to zero because it is even in $\nu'\to\bar\nu'$, and $\delta_{\nu'\bar\nu}$ acts as $-1$. The block is diagonal, with eigenvectors $(\delta_\nu-\delta_{\bar\nu})/\sqrt2$ for $\nu\ne\bar\nu$ and

$$\lambda_A=\frac\beta\Delta\big[P-u^2-2u^2h-2u^2f\big]=\frac{\beta(P-3u^2)}{\Delta}.$$

The factor 3 is one part equal-spin scattering and two parts spin-flip plus pair scattering, whose temperature-dependent weights add to $h+f=1$. On symmetric vectors $\delta_{\nu'\bar\nu}$ acts as $+1$, the diagonal is $d=\beta w/\Delta$ with $w=P-u^2(1+2h-2f)=P-b^2$, and $N$ adds a term of rank two.

## Lemma 5: frequency sums

Let $\mu=u\omega$, $q=\sqrt{b^2+\omega^2/4}$, $\varphi=\tfrac\beta2(q-|\omega|/2)$. Then $\Delta=E^2+\mu^2$ and

$$J=T\sum_\nu\frac1w=\frac{\tan\varphi}{2q},\qquad Q_1=T\sum_\nu\frac E\Delta=\frac{2u\theta}{4u^2+\omega^2},$$
$$Q_0=T\sum_\nu\frac1\Delta=\frac{\theta}{u(4u^2+\omega^2)}-\delta_{\omega0}\frac{\beta fh}{2u^2}.$$

*Proof.* The pole expansions of the tangent functions give $T\sum_\nu1/(\nu^2+u^2)=\theta/(2u)$ and $T\sum_\nu1/(\nu^2-r^2)=\tan(\beta r/2)/(2r)$. Pairing $\nu$ with $-\nu$ then gives $T\sum1/(i\nu\mp u)=\mp\theta/2$ and $T\sum1/(\nu-r)=\tfrac12\tan(\beta r/2)$; a shift of $\nu$ by $\omega$ changes nothing because the terms decay.

Factor $w=(\nu-r_+)(\nu-r_-)$ with $r_\pm=-\omega/2\pm q$. Partial fractions give $J=[\tan\tfrac\beta2(q-\tfrac\omega2)+\tan\tfrac\beta2(q+\tfrac\omega2)]/(4q)$. The arguments differ by $\beta\omega/2$, a multiple of $\pi$, so both tangents equal $\tan\varphi$.

Next, $(i\nu-u)(i\nu+i\omega+u)=-(E+i\mu)$, whose squared modulus is $\Delta=E^2+\mu^2$. Partial fractions give

$$T\sum_\nu\frac{-1}{E+i\mu}=\frac{T}{2u+i\omega}\sum_\nu\Big[\frac1{i\nu-u}-\frac1{i\nu+i\omega+u}\Big]=\frac{-\theta}{2u+i\omega}.$$

Hence $Q_1-i\mu Q_0=\theta(2u-i\omega)/(4u^2+\omega^2)$, which fixes $Q_1$, and $Q_0$ for $\omega\neq0$. At $\omega=0$, $Q_0=-\partial Q_1/\partial(u^2)=-\frac1{2u}\partial_u[\theta/(2u)]$ with $\partial_u\theta=2\beta fh$. $\square$

## Lemma 6: the symmetric block

If $w\neq0$ for all $\nu$, the symmetric block $\chi_S$ obeys, for every $\omega$,

$$\det(d^{-1}\chi_S)=\frac{\omega^2+4u^2}{\omega^2+16u^2h^2}\Big[1+\frac uq\tan\varphi\Big].$$

*Proof.* On bounded symmetric sequences, $(d^{-1}\chi_Sx)_\nu=x_\nu+(E\alpha+\gamma)/(\beta w)$, where $(\alpha,\gamma)^T=L\,(t_1,t_0)^T$, $t_k=\sum_\nu E^kx_\nu/\Delta$, and $N$ gives $L_{11}=2\beta u^2f\delta_{\omega0}-2u$, $L_{12}=L_{21}=4u^3$, $L_{22}=2u\mu^2$ (equal to $2u^3\omega^2$). This operator is the identity plus rank two. It is invertible exactly when its determinant is nonzero, and $\det(1+XY)=\det(1+YX)$ reduces that to $\det(1+ML)$ with

$$M=\begin{pmatrix}M_2&M_1\\M_1&M_0\end{pmatrix},\qquad M_k=T\sum_\nu\frac{E^k}{w\Delta}.$$

Put $w=E-c$ with $c=u^2+b^2=4u^2h=2u^2(1+\theta)$, and $W=c^2+\mu^2$. The identities $\Delta-(E+c)w=W$, $E=w+c$, $E^2=\Delta-\mu^2$, each divided by $w\Delta$ and summed, give

$$WM_0=J-Q_1-cQ_0,\qquad M_1=Q_0+cM_0,\qquad M_2=J-\mu^2M_0.$$

Case $\omega\ne0$. Let $V=4u^4+\mu^2$, so that $Q_0=u\theta/V$, $Q_1=2u^2Q_0$, $\det L=-4u^2V$. Then

$$\det M=M_0(J-WM_0)-2cQ_0M_0-Q_0^2=Q_0\big[(2u^2-c)M_0-Q_0\big],$$

with $2u^2-c=-2u^2\theta$ and $Q_0\det L=-4u^3\theta$. For $2\times2$ matrices $\det(1+ML)=1+\operatorname{tr}ML+\det M\det L$, and $\operatorname{tr}ML=-2uJ+4u\mu^2M_0+8u^3(Q_0+cM_0)$. The coefficient of $M_0$ in the total is $4u\mu^2+16u^5(1+\theta)+8u^5\theta^2=2u(W+V)$, because $W+V=2\mu^2+4u^4(2+2\theta+\theta^2)$. With $Q_1+cQ_0=2u^2(2+\theta)Q_0$,

$$\det=1-2uJ+4u^3(2+\theta)Q_0+2u\Big(1+\frac VW\Big)\big[J-2u^2(2+\theta)Q_0\big]=1-\frac{4u^4\theta(2+\theta)}W+2uJ\frac VW.$$

Since $W-4u^4(2\theta+\theta^2)=V$, this is $(V/W)(1+2uJ)$.

Case $\omega=0$. Now $M_2=J$, $M_1=(J-Q_1)/c$, $M_0=J/c^2-Q_1/c^2-Q_0/c$. With $k=L_{11}$, $g=4u^3$, $L_{22}=0$, the determinant is $(1+gM_1)^2+kJ-g^2JM_0$, and the $J^2$ terms cancel. Because $g/c=u/h$ and $\theta=2h-1$, $1-gQ_1/c=1-\theta/(2h)=1/(2h)$, so the constant is $1/(4h^2)$. The coefficient of $J$ is

$$\frac u{h^2}+(2\beta u^2f-2u)+\frac{u(2h-1)}{2h^2}+\Big[\frac{u(2h-1)}h-2\beta u^2f\Big]=\frac u{2h^2}.$$

The determinant is $(1+2uJ)/(4h^2)$, the stated formula at $\omega=0$. $\square$

**Remark 2.** At $\omega=0$, $d/\chi_0=1-b^2/\nu^2$, and the product over $\nu>0$ is $\cos(\beta b/2)$ by the Euler product of the cosine. Therefore

$$\mathcal D(T)=\det(\chi_0^{-1}\chi_S)=\frac{\cos(\beta b/2)+(u/b)\sin(\beta b/2)}{4h^2},$$

which extends by continuity to the points where some $w$ vanishes. There the cosine is zero and the sine is not, so a zero of the diagonal $d$ is not a zero mode. For $U\to0$, $h\to\tfrac12$ and $\mathcal D\to1$.

## Proof of the theorem

*Antisymmetric blocks.* $\lambda_A=0$ requires $P=3u^2>0$. $P/(\pi T)^2$ is a product of two odd integers, equal for $\omega=0$ and different otherwise. Its positive values are $(2n+1)^2$ at $\omega=0$ and at least 3 at $\omega\neq0$. The highest temperature with a zero is $\pi^2T^2=3u^2$, which is $T^*$, reached only by the pair $\nu=\pm\pi T$ at $\omega=0$. The others lie at $T^*/(2n+1)$ for $\omega=0$ and at or below $T^*/\sqrt3=U/(2\pi)$ for $\omega\neq0$.

*Symmetric blocks.* For $U>0$, $0<f<\tfrac12$, so $u<b<\sqrt3u$. Let $T\ge T^*$, so $\sqrt3u\le\pi T$. Then $w\neq0$, since either $P<0$ or $P\ge\pi^2T^2>b^2$. Also $0<q-|\omega|/2=b^2/(q+|\omega|/2)\le b$ because $q\ge b$, which puts $\varphi$ in $(0,\pi/2)$. The determinant of Lemma 6 is positive. This proves (a) and the uniqueness in (b).

*Slope.* At $T^*$ the numerator of $\lambda_A$ vanishes, so only its derivative $2\pi^2T$ contributes. With $D=4u^2=U^2$, $d\lambda_A/dT=\beta\,2\pi^2T/U^4=2\pi^2/U^4$.

*Vertex.* $\chi_0$ is diagonal and reflection invariant, so $\Gamma_c$ has the same blocks. Its antisymmetric eigenvalue is

$$\Gamma_A=\Gamma_c^{\nu\nu}-\Gamma_c^{\nu\bar\nu}=\beta\Delta\Big[\frac1{P-3u^2}-\frac1P\Big]=\frac{3\beta u^2\Delta}{P(P-3u^2)}.$$

Near $T^*$, to leading order in $T-T^*$, $\Gamma_A\simeq\beta^2U^4/[2\pi^2(T-T^*)]$, and $\beta^2=4\pi^2/(3U^2)$ gives $2U^2/[3(T-T^*)]$. The projector on the eigenvector has entries $\pm\tfrac12$, so the pole appears only in the four elements $\nu,\nu'=\pm\pi T$, as $\pm U^2/[3(T-T^*)]$ with the upper sign on the diagonal.

*Finite quantities.* $F$ follows from $\chi_c$ by dividing by the legs, without inversion, and $P\ne0$, so it is finite at all $T>0$. In the singular direction $F_A=(\chi_0-\lambda_A)\Delta^2/P^2=3\beta u^2\Delta/P^2$, which at $T^*$ is $3\beta u^2\cdot16u^4/(9u^4)=4\beta U^2/3$. Summing Lemma 4 over $\nu,\nu'$ at $\omega=0$, where the two Kronecker terms give $\beta(E-c)/E^2$,

$$T^2\sum_{\nu\nu'}\chi_c=Q_1-cQ_0+kQ_1^2+2gQ_1Q_0.$$

The terms without $\beta$ are $\frac\theta{2u}(1-2h-\theta+2\theta)=0$. The rest are $\beta f(2h^2+\tfrac12\theta^2-2\theta h)=\tfrac12\beta f(2h-\theta)^2=\tfrac12\beta f$. This agrees with thermodynamics: the sum is $\int_0^\beta d\tau\,\langle\delta n_\uparrow(\tau)\,\delta n\rangle=\tfrac\beta2\langle(n-1)^2\rangle$ for the conserved $n=n_\uparrow+n_\downarrow$, and $\langle(n-1)^2\rangle=2p_+=f$. The constant vector is symmetric, so the singular mode does not enter the sum. $\square$

**Remark 3.** On cooling, $\beta b/2$ grows without bound. $\mathcal D$ is positive while $\beta b/2\le\pi/2$ and negative at $\beta b/2=\pi$, so the symmetric block at $\omega=0$ has a zero $T_2<T^*$ where $\tan(\beta b/2)=-b/u$. Its zero mode has the form $x_\nu\propto(E\alpha+\gamma)/w$ with $(1+LM)(\alpha,\gamma)^T=0$. The second row reads $gJ\alpha+(1+gM_1)\gamma=0$. Since $1+gM_1=(1+2uJ)/(2h)$ vanishes at $T_2$ while $J=-1/(2u)$ does not, $\alpha=0$. Hence $x_\nu\propto1/(\nu^2-b^2)$, which is nonzero at every frequency and falls off as $1/\nu^2$. For $\pi\le\beta b/2\le3\pi/2$ both terms of $\mathcal D$ are nonpositive and do not vanish together; zeros beyond that range need $T<b/(3\pi)<T^*/3$.

**Remark 4.** On a finite grid that is invariant under the reflection, $\Gamma_A$ and $T^*$ are exact at any grid size, since the antisymmetric block is diagonal. The symmetric block is not exact. At $\omega=0$, cutting the sums at $N$ positive frequencies omits tails of order $N^{-1}$, $N^{-3}$ and $N^{-5}$ from $M_2$, $M_1$ and $M_0$, so its determinant carries an error of order $1/N$. The position of the zero converges much faster. In $(1+gM_1)^2+M_2(k-g^2M_0)$ both $1+gM_1=(1+2uJ)/(2h)$ and $k-g^2M_0=-2u(1+2uJ)/(4h^2)$ vanish at $T_2$, so the first two tails drop out to first order and $T_2$ shifts only at order $N^{-5}$. An error $\delta\lambda$ in $\lambda_A$ produces, to first order, $\delta\Gamma_A=-\beta^2\delta\lambda/\lambda_A^2$, which grows as $(T-T^*)^{-2}$. In the atom $\Gamma_c$ exists for all $T>T^*$, but noisy input makes it unreliable before $T^*$ is reached; the error of $F$, $\delta F=-\delta\chi_c\,\Delta\Delta'/(PP')$, does not grow at $T^*$, although this factor grows as $\nu^2\nu'^2$ at large frequencies for $\omega=0$.

**Remark 5.** Lemma 2 needs the two doubly degenerate levels. A chemical potential away from half filling or a magnetic field splits them, and a bath destroys the conservation of $n_\downarrow$ used in Lemma 1; the value of $T^*$ is proved for none of these cases. For $U<0$ Lemmas 1 to 4 hold unchanged and $\lambda_A$, even in $u$, has the same zeros, but the positivity of $1+(u/q)\tan\varphi$ used $u>0$, so the proof of (a) does not carry over.

## Worked example

Take the round model value $U=4$ eV, so $u=2$ eV and $3u^2=12$ eV². Then $T^*=\sqrt3\cdot4/(2\pi)=1.1027$ eV, or $1.28\times10^4$ K, with $U/T^*=3.6276$. The slope is $2\pi^2/256=0.0771$ eV⁻⁴, the residue $2\cdot16/3=10.67$ eV², and $F_A=4\cdot16/(3\cdot1.1027)=19.35$ eV. At $T^*$, $b=3.124$ eV lies below $\pi T^*=3.464$ eV, and $\mathcal D=0.266$.

Let $\omega=0$, $\nu_0=\pi T$, $D=D_{\nu_0}$. For $\nu,\nu'=\pm\nu_0$ Lemma 4 gives $N/D^4=2\beta u^2f/D^2-2u(D-4u^2)/D^3$.

At $T=1.2$ eV: $\beta=0.83333$ eV⁻¹, $f=0.15887$, $h=0.84113$, $\nu_0^2=14.2122$ eV², $D=18.2122$ eV², $2u^2h=6.7290$ eV², $2u^2f=1.2710$ eV². In eV⁻³,

$$\chi_c^{\nu_0\nu_0}=\frac{0.83333\,(14.2122-4-6.7290+1.2710)}{18.2122^2}-\frac{4\,(18.2122-16)}{18.2122^3}=0.01048,$$
$$\chi_c^{\nu_0,-\nu_0}=\frac{0.83333\cdot2\cdot1.2710}{18.2122^2}-\frac{4\,(18.2122-16)}{18.2122^3}=0.00492.$$

Their difference is $\lambda_A=0.83333\,(14.2122-12)/18.2122^2=0.00556$ eV⁻³, against $\chi_0=0.0357$ eV⁻³. The vertex is

$$\Gamma_A=\frac{12\cdot0.83333\cdot18.2122^2}{14.2122\,(14.2122-12)}=105.5\ \text{eV}.$$

The pole term alone, $10.667/(1.2-1.10266)=109.6$ eV, exceeds this exact value by about 4%. With $b=3.0754$ eV, $\mathcal D=[\cos(3.0754/2.4)+(2/3.0754)\sin(3.0754/2.4)]/(4\cdot0.84113^2)=0.321$, and $\beta f/2=0.0662$ eV⁻¹.

At $T=1.0$ eV: $f=0.11920$, $\nu_0^2=9.8696$ eV², $D=13.8696$ eV², $2u^2h=7.0464$ eV², $2u^2f=0.9536$ eV². The same expressions give $\chi_c^{\nu_0\nu_0}=0.00203$ and $\chi_c^{\nu_0,-\nu_0}=0.01311$ eV⁻³. Both entries are positive, but the off-diagonal one is now the larger, and $\lambda_A=(9.8696-12)/13.8696^2=-0.0111$ eV⁻³. The vertex is $12\cdot13.8696^2/[9.8696\,(9.8696-12)]=-109.8$ eV; the pole term, $-103.9$ eV, is about 5% smaller in magnitude than this exact value. With $b=3.1769$ eV, $\mathcal D=0.197$. Here $b$ exceeds $\nu_0=3.1416$ eV, so the lowest diagonal entry $d$ has changed sign while $\mathcal D$ is still positive, as Remark 2 allows. The susceptibility is $\beta f/2=0.0596$ eV⁻¹. Between the two temperatures $\Gamma_A$ has passed through infinity, and the physical response has dropped by a tenth of its value at 1.2 eV.

Bracketed root finding on $\mathcal D(T)$ between 0.6 and 1.0 eV gives $T_2=0.7786$ eV, or $9.0\times10^3$ K, with $U/T_2=5.137$. The next antisymmetric zero at $\omega=0$ is $T^*/3=0.3676$ eV. Diagonalizing the $\omega=0$ matrix of Lemma 4 on 300 frequencies, after scaling rows and columns by $\chi_0^{-1/2}$, which preserves the number of negative eigenvalues, gives 0, 1, 2 and 3 of them at $T=1.2$, 1.0, 0.7 and 0.35 eV, one more after each of $T^*$, $T_2$ and $T^*/3$. At $\omega=\pm2\pi T$ the antisymmetric block becomes singular at $U/(2\pi)=0.6366$ eV, between $T_2$ and $T^*/3$.

Numerical values quoted here were computed with a short program.
